# Roughness of a Brownian profile after mean or line subtraction

## Problem

A height profile $h(x)$ is recorded along a straight window $0\le x\le L$ on a grown or etched surface. Its increments have zero mean and a variance proportional to distance,

$$E\big[(h(x)-h(y))^2\big]=A\,|x-y| ,\qquad (1)$$

where $E$ is the average over many profiles. Height and distance are both lengths, so $A$ is a length too. If it is taken as the unit of length, $A=1$ and the increment variance equals the distance. Nothing else is assumed about the distribution of heights, which need not be Gaussian.

The absolute height and the tilt of a sample are usually unknown, so something is subtracted before a roughness is quoted. Find the variance that remains, averaged over position in the window and over profiles,

(a) when the mean height of the window is subtracted (call it $V_0$);

(b) when the least-squares straight line, with free intercept and slope, is subtracted (call it $V_1$).

The average over position is $(1/L)\int_0^L\dots\,dx$, with no correction for the number of fitted parameters.

## A first estimate by scaling

By (1), heights scale as $\sqrt A$, so a variance is proportional to $A$. It has the dimension of length squared, and the one other length is $L$. Both answers therefore have the form $V=cAL$ with a pure number $c$.

A simple reference line gives the size of $c$. For (a), subtract the height at the centre instead of the mean. The average squared residual is

$$\frac1L\int_0^L A\left|x-\frac L2\right|dx=\frac{AL}{4}.$$

For (b), subtract the chord through the two end points. The residual is

$$g(x)=\Big(1-\frac xL\Big)\big[h(x)-h(0)\big]-\frac xL\big[h(L)-h(x)\big].$$

The two brackets are uncorrelated. Their sum is $h(L)-h(0)$, with variance $AL$, while their separate variances $Ax$ and $A(L-x)$ already add up to $AL$, which leaves nothing for the cross term. Hence

$$E[g^2]=A\Big[\Big(1-\frac xL\Big)^2x+\frac{x^2}{L^2}(L-x)\Big]=\frac{A\,x(L-x)}{L},$$

and its average over the window is $(A/L^2)(L^3/2-L^3/3)=AL/6$.

The mean is the constant with the smallest average squared residual, and the least-squares line is the best line in the same sense. The estimates are thus upper bounds: $V_0\le AL/4$ and $V_1\le AL/6$.

## Exact solution

**Mean subtracted.** Let $\bar h=(1/L)\int_0^L h\,dx$, and let $v_0$ be the variance of one profile about $\bar h$. Expanding the square in a double integral gives

$$\frac1{2L^2}\int_0^L\!\!\int_0^L (h(x)-h(y))^2dx\,dy=\frac1L\int_0^L h^2dx-\bar h^2=v_0. \qquad (2)$$

The unknown height offset has dropped out, and (1) can be inserted directly. The two halves $y<x$ and $y>x$ contribute equally, so

$$\int_0^L\!\!\int_0^L|x-y|\,dx\,dy=2\int_0^L\!\!\int_0^x(x-y)\,dy\,dx=\int_0^Lx^2dx=\frac{L^3}{3}.$$

Therefore

$$V_0=\frac{A}{2L^2}\,\frac{L^3}{3}=\frac{AL}{6}.$$

**What the fitted slope removes.** Use the centred coordinate $w=x-L/2$, for which $\int_0^L w\,dx=0$ and $\int_0^L w^2dx=L^3/12$. Minimizing $(1/L)\int(h-c-bw)^2dx$ with respect to $c$ and $b$ gives

$$c=\bar h,\qquad b=\frac{12}{L^3}M,\qquad M=\int_0^L w\,h\,dx .$$

Since $M/L=bL^2/12$, the residual variance of one profile is

$$v_1=v_0-2b\,\frac ML+b^2\frac{L^2}{12}=v_0-\frac{b^2L^2}{12}. \qquad (3)$$

It remains to find $E[b^2]$, the mean square of the slope that chance alone produces.

**Variance of the fitted slope.** Put $B(x)=h(x)-h(0)$. Because $\int w\,dx=0$, $h$ may be replaced by $B$ in $M$. From $2B(x)B(y)=B(x)^2+B(y)^2-(B(x)-B(y))^2$ and (1),

$$E[B(x)B(y)]=\frac A2\big(x+y-|x-y|\big)=A\min(x,y).$$

The smaller of $x$ and $y$ is the length of the set of points $t$ lying below both. With the step function $\theta$,

$$\min(x,y)=\int_0^L\theta(x-t)\,\theta(y-t)\,dt .$$

In $E[M^2]$ the integrals over $x$ and $y$ now separate at fixed $t$:

$$E[M^2]=A\int_0^L\Big[\int_t^L\Big(x-\frac L2\Big)dx\Big]^2dt .$$

The inner integral is

$$\frac{L^2-t^2}{2}-\frac{L(L-t)}{2}=\frac{(L-t)(L+t-L)}{2}=\frac{t(L-t)}{2}.$$

Hence

$$E[M^2]=\frac A4\int_0^L\big(L^2t^2-2Lt^3+t^4\big)dt=\frac{AL^5}{4}\Big(\frac13-\frac12+\frac15\Big)=\frac{AL^5}{120},$$

$$E[b^2]=\frac{144}{L^6}\,\frac{AL^5}{120}=\frac{6A}{5L}. \qquad (4)$$

The slope term in (3) carries the variance $(L^2/12)(6A/5L)=AL/10$, and

$$V_1=\frac{AL}{6}-\frac{AL}{10}=\frac{AL}{15}.$$

With $A=1$ the two answers are $L/6$ and $L/15$.

## Comparison of estimate and solution

The scaling form $cAL$ holds, and both bounds are respected. The centre height overestimates $V_0$ by a factor $3/2$; the chord overestimates $V_1$ by a factor $5/2$. On average, subtracting the chord leaves as large a mean square residual as subtracting the mean.

The reason can be traced. For two points a distance $r$ apart, the chord-subtracted profile differs by the increment of $h$ minus $(r/L)[h(L)-h(0)]$. The covariance of that increment with the total rise is $Ar$, because increments over separate intervals are uncorrelated. So

$$E[(g(x)-g(y))^2]=A\Big(r-\frac{2r^2}{L}+\frac{r^2}{L}\Big)=A\,r\Big(1-\frac rL\Big). \qquad (5)$$

With $\iint(x-y)^2dx\,dy=L^4/6$, identity (2) gives a variance of $AL/6-AL/12=AL/12$ about the mean of $g$. Of the chord's residual $AL/6$, then, $AL/12$ is a misplaced height and $AL/12-AL/15=AL/60$ a misjudged slope. Both errors come from pinning the line to two single points, and the error of height is the larger.

Equation (5) is also the law of a periodic Brownian profile of period $L$. Analysed over a full period, it has $V_0=AL/12$, half the value for an open window. Its $V_1$ is still $AL/15$, since removing a chord beforehand does not change the residual of the best line.

A true tilt acts differently. Adding $sx$ to $h$ adds $s^2r^2$ to the mean square increment; the cross term vanishes because the random increments have zero mean. By (2), $V_0$ grows by $s^2L^2/12$, while the line fit absorbs the tilt and $V_1$ is unchanged. The price of this protection is the $AL/10$ of genuine random roughness that the fit also removes.

**Finite pixels.** Let the window hold $N$ pixels of spacing $a=L/N$. Since $\sum_{ij}|i-j|=N(N^2-1)/3$,

$$V_0=\frac{Aa}{2N^2}\,\frac{N(N^2-1)}{3}=\frac{AL}{6}\Big(1-\frac1{N^2}\Big).$$

For the line, $w$ becomes $u_i=i-(N+1)/2$, with $\sum u_i^2=N(N^2-1)/12$ and $\sum_{i>k}u_i=k(N-k)/2$. The standard power sums give $\sum_{k=1}^{N-1}k^2(N-k)^2=N(N^4-1)/30$. The slope therefore carries

$$\frac{Aa}{N}\,\frac{N(N^4-1)}{120}\,\frac{12}{N(N^2-1)}=\frac{Aa(N^2+1)}{10N},$$

and subtraction from $V_0=Aa(N^2-1)/(6N)$ leaves

$$V_1=\frac{Aa(N^2-4)}{15N}=\frac{AL}{15}\Big(1-\frac4{N^2}\Big).$$

It vanishes for $N=2$, as it must for a line through two points.

## Numbers for a scan of a deposited film

Consider an atomic-force-microscope scan of a smooth amorphous alumina film grown by atomic layer deposition. Take the round values $A=0.005$ nm, $L=50$ nm and $N=50$. Then $AL=0.25$ nm², and

- mean subtracted: $V_0=0.25/6=0.0417$ nm², a root-mean-square (rms) roughness of 0.204 nm (2.04 Å);
- line subtracted: $V_1=0.25/15=0.0167$ nm², an rms roughness of 0.129 nm (1.29 Å).

The same model surface thus receives two roughness values that differ by a factor $\sqrt{5/2}=1.58$. The pixel corrections are $-0.04\,\%$ and $-0.16\,\%$. By (4) the rms random slope is $\sqrt{6(0.005)/(5\times50)}=0.011$, or 11 mrad. In a single scan, a sample tilt of 10 mrad would usually be hidden in it, yet on average it would add $(0.01\times50)^2/12=0.021$ nm² to $V_0$, half its value.

These are averages over many scans. For Gaussian heights, let $\lambda_k$ be the eigenvalues of the covariance matrix of the $N$ residual heights. The measured variance is $(1/N)\sum_k\lambda_kz_k^2$ with independent standard normal $z_k$. Each $z_k^2$ has variance 2, so the measured variance has variance $2\sum_k\lambda_k^2/N^2$. Evaluated numerically for the 50 pixels, the standard deviation of a single scan is 90 % of the mean for $V_0$ and 63 % for $V_1$. A standard error of 5 % needs about 320 and 160 independent scans respectively; neighbouring scan lines on a correlated surface do not count as independent.

**How far a real film departs from the model.** An rms roughness of a few tenths of a nanometre is a rough typical value for such films, but law (1) is an assumption about them. For another increment variance $G(r)$, (2) gives $V_0$. Since $\int w\,dx=0$, the slope follows from $E[M^2]=-\tfrac12\iint w(x)w(y)\,G(|x-y|)\,dx\,dy$. Evaluating the corresponding sums over the 50 pixels, with one change at a time and $L$ fixed, gives these shifts relative to the Brownian pixel values:

| Change | $V_0$ | $V_1$ | $V_0/V_1$ |
|---|---|---|---|
| Correlation length 50 nm | −21 % | −3 % | 2.04 |
| Roughness exponent 0.4 | +19 % | +49 % | 2.00 |
| Tip footprint 5 nm | −9 % | −23 % | 2.92 |
| Noise 0.05 nm rms | +6 % | +14 % | 2.32 |

*Correlation length.* Roughness saturates at large distance, modelled by $G=A\xi(1-e^{-r/\xi})$ with $\xi=50$ nm and $A$ fixed. The first correction to $Ar$ is $-Ar^2/(2\xi)$. A term in $r^2$ acts like a change in the mean square tilt, as shown above, so it lowers $V_0$ by the fraction $L/(4\xi)=25\,\%$ and leaves $V_1$ alone. Higher terms account for the difference from the table. For $L\gg\xi$ most pairs have $G\approx A\xi$, and $V_0$ tends to $A\xi/2$, an rms of 0.35 nm, instead of growing with $L$. A micrometre-long scan of this model film would be in that regime, where $AL/6$ fails badly.

*Exponent.* A line across a two-dimensional surface need not have the Brownian exponent $1/2$. The table uses $G=AL(r/L)^{0.8}$, which keeps $G(L)$ fixed and makes short distances rougher. The size and even the sign of the shifts depend on this choice: with $G$ held fixed at $r=1$ nm instead, $V_0$ and $V_1$ fall by 46 % and 32 %. The ratio 2.00 is the same in both cases.

*Tip and noise.* The tip is represented by a plain average along the scan line over a length $d$, a linear stand-in for the real contact. For $r>d$ this line average lowers $G$ by the constant $Ad/3$. A real footprint covers an area; averaging over a disc of diameter 5 nm on an isotropic surface would give somewhat larger shifts than those in the table. Independent pixel noise of rms $n$ raises $G$ by $2n^2$ for $r\neq0$. A constant change of $G$ shifts $V_0$ and $V_1$ by nearly the same amount, which is a larger fraction of the smaller $V_1$.

The ratio $V_0/V_1$ moves both ways, so a measured value near 2.5 does not by itself establish a Brownian profile: errors of opposite sign can cancel. Line subtraction protects against tilt and, for $\xi$ comparable with $L$, against saturation; in relative terms, it makes the result more sensitive to tip and noise.

All numerical values are calculated from the stated model.
